\section*{Dirac cone at K in a weak triangular-lattice potential}

An electron confined to a plane moves through a shallow periodic array of potential hills arranged on a triangular lattice. Without the array its energy is a parabola, and at any nonzero momentum its speed is fixed by that momentum. A weak potential usually changes this picture by opening gaps where plane waves of equal energy are mixed. At a corner of the hexagonal Brillouin zone three waves are mixed at once, and two of the three resulting levels can remain together. The questions are which two, and how fast an electron moves in their neighbourhood.

Take a lattice constant $a$, put the origin on a sixfold centre, and keep the six shortest reciprocal vectors $\mathbf G$, all with the same real Fourier coefficient $V$:
\begin{equation}
V(\mathbf r)=V\sum_{\mathbf G}e^{i\mathbf G\cdot\mathbf r},\qquad V>0 .
\end{equation}
In the algebra $\hbar=m=1$, where $m$ is the electron mass. Spin plays no part, and electrons do not interact. At a lattice point all six exponentials equal 1, so the potential is $6V$. At the centres of the triangles, which form a honeycomb, each exponential pair contributes $2\cos(2\pi/3)=-1$, and the potential is $-3V$. Positive $V$ therefore means hills on the triangular lattice and wells on the honeycomb.

The zone corner lies at distance $K=4\pi/(3a)$ from the zone centre $\Gamma$, and $|\mathbf G|=4\pi/(\sqrt3a)=\sqrt3K$. Three equivalent corners,
\begin{equation}
\mathbf K_j=K(\cos\theta_j,\sin\theta_j),\qquad \theta_j=0,\ \tfrac{2\pi}{3},\ \tfrac{4\pi}{3},
\end{equation}
differ from one another by vectors of length $2K\sin(\pi/3)=\sqrt3K$, which are shortest reciprocal vectors. The three plane waves have the common energy $E_0=K^2/2$, and each pair is coupled by $V$. The next waves with the same crystal momentum have wave number $2K$ and energy $4E_0$. If $x=V/E_0\ll1$, they can be left out at first, and the Hamiltonian at K is
\begin{equation}
H_K=\begin{pmatrix}E_0&V&V\\V&E_0&V\\V&V&E_0\end{pmatrix}.
\end{equation}
Its eigenvectors have the components
\begin{equation}
u_0(j)=\frac1{\sqrt3},\qquad u_\pm(j)=\frac{e^{\pm i\theta_j}}{\sqrt3}.
\end{equation}
Acting on any vector, the off-diagonal part gives $V$ times the sum of the other two components. For $u_0$ this is $2V$ times the component itself. For $u_\pm$ the three components sum to zero, so the other two sum to minus the first. Hence
\begin{equation}
E_{\rm singlet}=E_0+2V,\qquad E_{\rm doublet}=E_0-V .
\end{equation}
For $V>0$ the doublet is lowest, and bands 1 and 2 touch. For $V<0$ the order is reversed, and bands 2 and 3 touch instead.

The order has a simple picture. In $u_0$ the three waves are in phase at a lattice point, so the density peaks on the hills. In $u_\pm$ their amplitudes cancel there, and the density of each state peaks on one of the two honeycomb sublattices, in the wells.

The touching does not depend on having kept three waves. Let $R$ be rotation by $120^\circ$ about the origin, and let $\Theta$ be complex conjugation combined with $\mathbf r\to-\mathbf r$. Both leave the potential unchanged and keep the crystal momentum at K. If $R\psi=\omega\psi$ with $\omega=e^{2\pi i/3}$, then $R\Theta\psi=\Theta R\psi=\omega^*\Theta\psi$. Thus $\psi$ and $\Theta\psi$ have the same energy but different rotation eigenvalues, so they are distinct states. Other waves can shift the doublet, but they cannot split it while these symmetries hold.

Now move to crystal momentum $\mathbf K+\mathbf q$. The kinetic energy of wave $j$ becomes
\begin{equation}
\tfrac12|\mathbf K_j+\mathbf q|^2=E_0+\mathbf K_j\cdot\mathbf q+\tfrac12q^2 .
\end{equation}
The last term is common to all three waves. With $Q=q_x+iq_y=qe^{i\phi}$, where $\phi$ is measured from the direction $\Gamma$ to K, the linear term is
\begin{equation}
\mathbf K_j\cdot\mathbf q=\frac K2\left(Qe^{-i\theta_j}+Q^*e^{i\theta_j}\right).
\end{equation}
Its matrix elements in the doublet follow from the fact that $\sum_je^{in\theta_j}$ is 3 when $n$ is a multiple of 3 and zero otherwise. The diagonal elements are $\frac13\sum_j\mathbf K_j\cdot\mathbf q=0$. The off-diagonal element is
\begin{align}
\langle u_+|\mathbf K_j\cdot\mathbf q|u_-\rangle
&=\frac13\sum_je^{-2i\theta_j}\,\frac K2\left(Qe^{-i\theta_j}+Q^*e^{i\theta_j}\right)\nonumber\\
&=\frac K6\left(Q\sum_je^{-3i\theta_j}+Q^*\sum_je^{-i\theta_j}\right)=\frac{KQ}2 .
\end{align}
To first order in $q$ the two bands are therefore governed by
\begin{equation}
H=E_0-V+\frac K2\begin{pmatrix}0&Q\\Q^*&0\end{pmatrix},\qquad
E_\pm=E_0-V\pm\frac K2\,q .
\end{equation}
Restoring units, the speed is
\begin{equation}
v=\frac{\hbar K}{2m},
\end{equation}
half the speed $\hbar K/m$ of a free electron with wave number $K$. The potential strength has dropped out of the speed, but it sets the range of the cone: the reduction to two states requires $Kq\ll V$. The limit $q\to0$ must be taken before $V\to0$.

The half can be read as an average of momenta. For $\mathbf q$ along $\Gamma$K the upper state is $(u_++u_-)/\sqrt2$, with components $\sqrt{2/3}\cos\theta_j$. The three waves carry weights $\frac23,\frac16,\frac16$, and the mean momentum along $\mathbf q$ is
\begin{equation}
K\left(\frac23-\frac12\cdot\frac16-\frac12\cdot\frac16\right)=\frac K2 .
\end{equation}
In this direction the forward wave holds only two thirds of the weight, and the two waves that travel partly backwards bring the mean down to half. For $\mathbf q$ towards $\Gamma$ the upper state is instead shared equally by the other two waves, each moving at $60^\circ$ to $\mathbf q$, and the mean is again $K\cos60^\circ=K/2$.

The states also show that this is a Dirac point. The lower one is $(1,-e^{-i\phi})/\sqrt2$ in the basis $(u_+,u_-)$. Around a circle it acquires the Berry phase
\begin{equation}
\gamma=i\int_0^{2\pi}\langle\psi|\partial_\phi\psi\rangle\,d\phi
=i\int_0^{2\pi}\frac{-i}{2}\,d\phi=\pi .
\end{equation}

The cone bends because $\mathbf q$ also couples the doublet to the singlet, $3V$ above it. The same sums give $\langle u_0|\mathbf K_j\cdot\mathbf q|u_+\rangle=KQ/2$ and $\langle u_0|\mathbf K_j\cdot\mathbf q|u_-\rangle=KQ^*/2$. Second-order elimination of the singlet adds minus the product of two couplings divided by $3V$. Each diagonal element gains $-K^2q^2/(12V)$, and the off-diagonal element becomes
\begin{equation}
D=\frac{KQ}2-\frac{K^2Q^{*2}}{12V}
=\frac{Kq}2e^{i\phi}\left(1-\frac{Kq}{6V}e^{-3i\phi}\right).
\end{equation}
To second order in $q$, $|D|=\frac12Kq-\frac{K^2q^2}{12V}\cos3\phi$, so that
\begin{equation}
E_\pm=E_0-V\pm\frac{Kq}2+\frac{q^2}2-\frac{K^2q^2}{12V}\left(1\pm\cos3\phi\right).
\end{equation}
From K towards M, the midpoint of a zone edge, $\phi=120^\circ$ and the upper branch bends down. Towards $\Gamma$, $\phi=180^\circ$ and the singlet has no effect on that branch at this order.

The plane waves left out so far give the corrections in $x$. From $\mathbf K_j$ the six vectors $\mathbf G$ lead to the two other corners, to two waves of wave number $2K$, and to two of wave number $\sqrt7K$. The $2K$ waves are $-2\mathbf K_j$. Each couples to the two corners other than $\mathbf K_j$ and lies $3E_0$ above them. Each $\sqrt7K$ wave couples to one corner and lies $6E_0$ above it. A $2K$ wave sees the sum of two components, which is $-u_\pm(j)$ in the doublet and $2u_0(j)$ in the singlet. Adding the squared couplings over the energy differences gives
\begin{align}
E_{\rm doublet}&=E_0-V-\frac{V^2}{3E_0}-\frac{2V^2}{6E_0}=E_0-V-\frac{2V^2}{3E_0},\\
E_{\rm singlet}&=E_0+2V-\frac{4V^2}{3E_0}-\frac{2V^2}{6E_0}=E_0+2V-\frac{5V^2}{3E_0}.
\end{align}

For the speed, the first-order amplitudes in the doublet are $+\frac x3u_\pm(j)$ on $-2\mathbf K_j$ and $-\frac x6u_\pm(j)$ on each of the two $\sqrt7K$ waves attached to $\mathbf K_j$. The latter have momenta $\mathbf K_j+\mathbf G$ with $\mathbf G$ at $\pm30^\circ$ from $\mathbf K_j$, and these add up to $2\mathbf K_j+3\mathbf K_j=5\mathbf K_j$. Momentum is diagonal in plane waves, so amplitudes enter the speed in pairs and there is no term linear in $x$. Dividing by the norm,
\begin{equation}
\frac v{K/2}=\frac{1-\frac{2x^2}9+\frac{5x^2}{36}}{1+\frac{x^2}9+\frac{2x^2}{36}}
\simeq1-\frac{x^2}{12}-\frac{x^2}6=1-\frac{x^2}4 .
\end{equation}
Diagonalization in a large set of plane waves tests these coefficients. At $x=0.002$ the coefficients of $V^2/E_0$ come out as $-0.666$ and $-1.668$, against $-2/3$ and $-5/3$. At $x=0.01$ that of $x^2$ in the speed is $-0.247$, against $-1/4$. The small differences are of the size expected from the next order in $x$.

For a numerical case take the free-electron mass, $a=10$ Å and $V=0.05$ eV. Then $K=4\pi/(30\ \text{Å})=0.4189$ Å$^{-1}$. With $\hbar^2/m=7.620$ eV Å$^2$,
\begin{equation}
E_0=\tfrac12(7.620)(0.41888)^2\ \text{eV}=0.6685\ \text{eV},\qquad x=0.075 .
\end{equation}
The doublet is at $0.6685-0.0500=0.6185$ eV to first order and at 0.6160 eV to second. The full diagonalization gives 0.6161 eV, with the singlet at 0.7621 eV. The predicted slope is $\frac12(7.620)(0.4189)=1.596$ eV Å, or $2.42\times10^5$ m/s. The full slope is 1.594 eV Å, which is 0.4994 of the free value. The Berry phase computed on a circle of radius 0.0047 Å$^{-1}$ is $\pi$ around K and zero for an equal circle displaced towards $\Gamma$, which encloses no touching point.

The cone is small. At that same distance, $q=0.0047$ Å$^{-1}$, where $\hbar^2Kq/m=0.3V$, the straight cone puts the upper branch 0.00750 eV above the touching point. Towards M the bending formula gives 0.00683 eV and the full calculation 0.00676 eV, a reduction of about 10% from the cone. Towards $\Gamma$ the full value is 0.00757 eV, within 1% of the cone. The formula leaves out terms cubic and higher in $q$, corrections of relative order $x$ to the curvature, and the $x^2/4$ reduction of the slope. Towards M these lower the branch by about 0.00004, 0.00002 and 0.00001 eV.

A touching point need not be alone at its energy. At M two waves of energy $\frac34E_0$ are coupled by $V$, so band 2 there starts at $\frac34E_0+V$. This is below the Dirac energy $E_0-V$ when $V<E_0/8$. In the example band 2 reaches down to 0.539 eV at M, 0.077 eV below the Dirac energy. The cone is intact, but ordinary states share its energy, and the density of states does not vanish there.

The first-order threshold, $E_0/8=0.084$ eV, is too low because band 2 at M is pushed down strongly by higher waves. Its state is the even combination of the two waves. It couples with strength $\sqrt2V$ to two waves lying $\frac32E_0$ higher, and with strength $V/\sqrt2$ to four waves $\frac92E_0$ higher and two waves $6E_0$ higher. The shift is
\begin{equation}
-\frac{V^2}{E_0}\left(\frac83+\frac49+\frac16\right)=-\frac{59}{18}\frac{V^2}{E_0}.
\end{equation}
Equating the two energies then gives
\begin{equation}
1-x-\frac23x^2=\frac34+x-\frac{59}{18}x^2
\quad\Longrightarrow\quad 2x-\frac{47}{18}x^2=\frac14,
\end{equation}
whose smaller root is $x=0.157$. The full calculation gives 0.158, or $V=0.105$ eV. At $V=0.2E_0$, a scan of the zone on a $24\times24$ mesh finds the top of band 1 and the bottom of band 2 both at the Dirac energy. The leading correction to the speed is then still only $x^2/4=1\%$, and the full reduction is 0.8%. An isolated Dirac energy thus needs a coefficient $V$ above a threshold, but just above it the speed is still close to half the free value, although at $V=0.2E_0$ the hills, $6V=1.2E_0$, already rise above the Dirac energy of $0.78E_0$. The threshold depends on the higher Fourier coefficients, which were set to zero here. For Gaussian hills of standard deviation 2.0, 1.0 and 0.7 Å it lies at $x=0.161$, 0.184 and 0.206, with the speed within 0.5% of half the free value in each case.

Nor does repulsion by itself fix the sign of $V$. Gaussian hills of height 0.20 eV and width (standard deviation) 2.0 Å, one at each lattice point, give a coefficient of $+0.0203$ eV, and bands 1 and 2 touch with a slope of 0.4999 of the free value. Put the same hills on both honeycomb sites of every cell, and the two contributions to each shortest Fourier coefficient add with the factor $2\cos(2\pi/3)=-1$. The coefficient becomes $-0.0203$ eV. The singlet is now lowest, separated from the doublet by 0.061 eV, and there is no Dirac point between bands 1 and 2.

With the origin at the centre of a hill, the coefficient must also be real. (A common phase of $2\pi/3$ on three shortest vectors summing to zero only translates the potential and leaves the cone intact.) Suppose that three shortest vectors summing to zero carry $Ve^{i\chi}$ and their negatives $Ve^{-i\chi}$, with $\chi$ small. The threefold axis survives, but the two honeycomb wells are no longer equal. The coupling from one corner to the next, including the path through a $2K$ wave, which uses two of the negative vectors, is
\begin{equation}
h=Ve^{i\chi}-\frac{V^2}{3E_0}e^{-2i\chi}.
\end{equation}
The levels of $u_\pm$ contain $2\,{\rm Re}(he^{\pm2\pi i/3})$, up to which of the two takes which sign, and they differ by
\begin{equation}
\Delta=2\sqrt3\,|{\rm Im}\,h|\simeq2\sqrt3\,V|\sin\chi|\left(1+\frac{2x}3\cos\chi\right).
\end{equation}
For $\chi=0.05$ in the example the leading factor gives 0.00866 eV, and the bracket raises it by 5% to 0.0091 eV. The full gap is 0.00907 eV. An inequality of the wells thus rounds off the tip of the cone, and here the gap is comparable with the 0.0075 eV to which the cone was examined above.

The spacing of 10 Å is of the order of that in arrays of molecules placed on a metal surface, which can be a few times wider and whose surface electrons have an effective mass different from the free one used here. Lithographic patterns in semiconductors are far coarser, roughly 1000 Å, with an effective mass that may be about a tenth of the free one. Since $E_0\propto1/(ma^2)$ and $v\propto1/(ma)$, $E_0$ would fall by a factor of 1000 to about 0.0007 eV and the speed by a factor of 10 to about $2.4\times10^4$ m/s. A coefficient $V=0.2E_0$ would then be near 0.00013 eV, which is a modulation of $9V\approx0.0012$ eV from well to hill. The upper branch towards M would turn over about $0.4V\approx0.00005$ eV above the Dirac energy, and the states at M would begin about 0.00003 eV above it. Both are well below the thermal energy at 4 K, roughly 0.0003 eV, so the cone would be thermally smeared at that temperature. Real arrays also break the assumption of perfect periodicity. A potential offset that varies slowly across the sample moves the local Dirac energy by its own amount. In a measurement that averages over the sample, its variation must therefore be small compared with the energy range of the cone, which is only a fraction of $V$: in the 10 Å example the upper branch towards M turns over about $0.36V$ above the Dirac energy. Most of the values quoted for the 10 Å example are collected in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
lattice constant a = 10.0 angstrom
Fourier coefficient V = 0.050 eV
hbar^2/m = 7.6200 eV angstrom^2
corner wave number K = 0.41888 1/angstrom
free energy at K, E0 = 0.66850 eV
ratio x = V/E0 = 0.0748
potential maximum = 0.300 eV
potential minimum = -0.150 eV
doublet at K, first order = 0.61850 eV
doublet at K, second order = 0.61600 eV
doublet at K, full = 0.61610 eV
doublet splitting at K, full, below 1e-10 eV: True
singlet at K, first order = 0.76850 eV
singlet at K, second order = 0.76227 eV
singlet at K, full = 0.76213 eV
free slope hbar^2 K/m = 3.1918 eV angstrom
cone slope, weak limit = 1.5959 eV angstrom
cone slope, with x^2 term = 1.5937 eV angstrom
cone slope, full = 1.5939 eV angstrom
cone speed, weak limit = 2.4246e+05 m/s
cone speed, full = 2.4215e+05 m/s
full slope / free slope = 0.49936
fitted V^2/E0 coefficient, doublet = -0.6660
fitted V^2/E0 coefficient, singlet = -1.6677
fitted x^2 coefficient, speed = -0.2473
Berry phase / pi, loop around K = 1.0000
Berry phase / pi, loop missing K = 0.0000
test distance q from K = 0.00470 1/angstrom
upper branch at q, pure cone = 0.00750 eV
upper branch at q toward M, formula = 0.00683 eV
upper branch at q toward M, full = 0.00676 eV
upper branch at q toward Gamma, formula = 0.00758 eV
upper branch at q toward Gamma, full = 0.00757 eV
band 2 at M, first order = 0.55137 eV
band 2 at M, full = 0.53905 eV
depth of M pocket below Dirac energy = 0.07704 eV
isolation threshold for V, first order = 0.08356 eV
isolation threshold for V, full = 0.10548 eV
isolation threshold V/E0, full = 0.1578
symmetry-breaking phase chi = 0.050 rad
gap from chi, formula = 0.00866 eV
gap from chi, full = 0.00907 eV
Gaussian bump height = 0.20 eV, width = 2.0 angstrom
V_G, bumps on triangular sites = 0.02026 eV
slope / free slope, triangular bumps = 0.49991
V_G, bumps on honeycomb sites = -0.02026 eV
gap of bands 1 and 2 at K, honeycomb bumps = 0.06093 eV
plane waves in basis = 63, larger basis = 102
basis shift of Dirac energy = 7.2e-15 eV
basis shift of cone slope = 5.3e-11 eV angstrom
\end{verbatim}
